# The Fröhlich vertex of a polar monolayer and its finite long-wavelength limit

## The thin sheet: charge, screening and lattice response

Atomic units are used in the algebra, so $\hbar$, the electron mass, the elementary charge and $4\pi\varepsilon_0$ equal one, and the charge of an electron is $-1$. The system is an insulating polar crystal one layer thick, lying in the plane $z=0$ with vacuum on both sides. Its unit cell has area $A$, and the crystal contains $N$ cells with periodic boundary conditions in the plane. Vectors $\mathbf r$ and $\mathbf q$ lie in the plane, $q=|\mathbf q|$ and $\hat{\mathbf q}=\mathbf q/q$. Atom $a$ has mass $M_a$. For one phonon branch of frequency $\omega_q$ and polarization vectors $\mathbf e_a(\mathbf q)$, its displacement is

$$
\mathbf u_a(\mathbf r)=\frac{1}{\sqrt N}\sum_{\mathbf q}\frac{\mathbf e_a(\mathbf q)}{\sqrt{2M_a\omega_q}}\,e^{i\mathbf q\cdot\mathbf r}\left(b_{\mathbf q}+b^\dagger_{-\mathbf q}\right),
\qquad \sum_a|\mathbf e_a|^2=1 ,
$$

where $\mathbf r$ is the equilibrium position of the atom and $\mathbf e_a(-\mathbf q)=\mathbf e_a^*(\mathbf q)$ makes the displacement Hermitian. The vertex $g(\mathbf q)$ is defined by the potential energy that an electron acquires from this branch,

$$
V(\mathbf r)=\frac{1}{\sqrt N}\sum_{\mathbf q}g(\mathbf q)\,e^{i\mathbf q\cdot\mathbf r}\left(b_{\mathbf q}+b^\dagger_{-\mathbf q}\right).
$$

Between Bloch states of one band, $g(\mathbf q)$ is multiplied by the overlap of the cell-periodic functions at $\mathbf k$ and $\mathbf k+\mathbf q$. With a smooth choice of phases this overlap tends to one as $q\to0$, and it is left out below.

The Fröhlich part of the vertex is the part carried by the macroscopic electric field of the phonon. Three assumptions enter. The wavelength is long compared with the unit cell. The dielectric response and the Born charges are isotropic in the plane, and the atoms move in the plane, since a displacement along $z$ makes a different kind of potential, odd in $z$. Finally, the electrons follow the ions at once, which requires $\omega_q$ to lie far below the electronic gap, and the Coulomb interaction is taken as instantaneous.

When the atoms move, the dipole moment per unit area changes for two reasons. The displacement changes it directly, and the electric field that results polarizes the electrons further. To linear order,

$$
\mathbf P_{\rm tot}=\mathbf P+\alpha\mathbf E,\qquad \mathbf P=\frac1A\sum_a Z_a\mathbf u_a .
$$

Here $\mathbf E$ is the macroscopic in-plane field, $\alpha$ is the electronic polarizability per unit area with the ions clamped, a length in these units, and $Z_a$ is the Born charge. The Born charge is the derivative of the cell dipole with respect to $\mathbf u_a$ at zero macroscopic field. This condition matters: it keeps the electronic response to $\mathbf E$ out of $Z_a$, so that the second term does not count it twice.

Consider one Fourier component, with every quantity proportional to $e^{i\mathbf q\cdot\mathbf r}$. A polarization carries the bound charge $-\nabla\cdot\mathbf P$, and the lattice part is therefore

$$
\sigma=-i\mathbf q\cdot\mathbf P .
$$

If the potential in the sheet is $\phi$, the field is $\mathbf E=-i\mathbf q\,\phi$, and the charge of the electronic polarization is

$$
-i\mathbf q\cdot(\alpha\mathbf E)=-i\mathbf q\cdot(-i\alpha\mathbf q\,\phi)=-\alpha q^2\phi .
$$

Its sign is opposite to that of $\phi$, as screening requires.

The potential follows from the total charge $\sigma_{\rm tot}=\sigma-\alpha q^2\phi$ by Poisson's equation in three-dimensional space. Writing the potential as $\phi(z)e^{i\mathbf q\cdot\mathbf r}$ gives

$$
\phi''(z)-q^2\phi(z)=-4\pi\sigma_{\rm tot}\,\delta(z).
$$

Away from the plane the solution that vanishes at infinity is $\phi\,e^{-q|z|}$. Its slope jumps by $-2q\phi$ at $z=0$, and integrating the equation across the plane shows that the jump must equal $-4\pi\sigma_{\rm tot}$. Hence

$$
\phi=\frac{2\pi}{q}\,\sigma_{\rm tot}=\frac{2\pi}{q}\left(-i\mathbf q\cdot\mathbf P-\alpha q^2\phi\right).
$$

Collecting the terms in $\phi$ yields

$$
\phi=-\,\frac{2\pi i\,\hat{\mathbf q}\cdot\mathbf P}{1+rq},\qquad r=2\pi\alpha .
$$

The factor $q$ of the bound charge has cancelled the $1/q$ of the Coulomb interaction in a plane. In a bulk crystal the bound charge has the same factor $q$, but the Coulomb interaction is $4\pi/q^2$, and one factor $1/q$ remains.

The difference can be seen without Fourier components. Half a wavelength of a longitudinal polarization wave of amplitude $P$ holds a bound charge $2P$ per unit length of wave front, whatever the wavelength, because the integral of $-dP/dx$ is the difference of $P$ between its two extremes. In a sheet these charges form parallel lines of alternating sign. The potential of line charges is logarithmic, and for a neutral array it depends on ratios of distances. Stretching the wave leaves these ratios, and so the potential, unchanged. In a bulk crystal the same charges form parallel planes. The field between planes of given charge does not weaken with their distance, so the potential difference grows in proportion to the wavelength.

An electron has potential energy $-\phi$. Inserting the displacement operator into $\mathbf P$ and reading off the coefficient gives

$$
g(\mathbf q)=\frac{2\pi i}{A}\,\frac{1}{1+rq}\sum_a\frac{Z_a\,\hat{\mathbf q}\cdot\mathbf e_a(\mathbf q)}{\sqrt{2M_a\omega_q}} .
$$

Its magnitude is

$$
|g(\mathbf q)|=\frac{C_Z(q)}{1+rq},\qquad
C_Z(q)=\frac{2\pi}{A}\left|\sum_a\frac{Z_a\,\hat{\mathbf q}\cdot\mathbf e_a}{\sqrt{2M_a\omega_q}}\right| .
$$

This is the two-dimensional Fröhlich vertex. As $q\to0$ a transverse mode has $\hat{\mathbf q}\cdot\mathbf e_a\to0$ and drops out. In an acoustic mode at small $q$ all atoms move together, so that $\mathbf e_a/\sqrt{M_a}$ is the same for all of them, and the sum vanishes because the Born charges of a cell add to zero. The longitudinal optical (LO) mode is the one whose vertex stays finite as $q\to0$. The acoustic cancellation holds only to leading order. In a sheet without a centre of inversion, such as a honeycomb lattice of two different atoms, an acoustic wave carries a relative displacement of order $q$. Divided by $\sqrt{\omega_q}\propto\sqrt q$, this gives a piezoelectric vertex proportional to $\sqrt q/(1+rq)$, for longitudinal or transverse acoustic modes depending on the direction of $\mathbf q$. It vanishes at $q=0$ but need not be negligible at finite $q$, and it is not treated further here.

It is the magnitude of the vertex that has a finite limit for $q\to0$. For a fixed direction of $\mathbf P$, the potential is proportional to $i\hat{\mathbf q}\cdot\mathbf P$ and depends on the direction from which $\mathbf q$ approaches zero. At $\mathbf q=0$ itself a uniform polarization has no bound charge inside the sheet, and the formula assigns no value. For the LO branch one may choose $\mathbf e_a=i\hat{\mathbf q}\,\eta_a$ with real $\eta_a$, which satisfies $\mathbf e_a(-\mathbf q)=\mathbf e_a^*(\mathbf q)$. The number $g$ is then real and has the same limit from all directions, but the displacement pattern it belongs to turns with $\hat{\mathbf q}$.

The finite limit also changes the standing of the formula. In a bulk crystal the $1/q$ term exceeds every other contribution at small enough $q$. In a monolayer the short-range change of the crystal potential can likewise tend to a constant, unless symmetry forbids it, and no divergence then singles out the Fröhlich term. Moreover, the displacements can induce quadrupole moments, unless symmetry forbids them, as it does when every atom sits at a centre of inversion. Such moments give a charge of order $q^2$ and hence a potential of order $q$, so the full amplitude then has corrections of relative order $q$ that the dipole formula does not contain.

The macroscopic argument used $\mathbf E$ for the field that polarizes the electrons, although the field at an atom differs from the average field. A lattice that can be solved shows where the difference goes. Let a square lattice of spacing $a$, with $A=a^2$, carry at each site an ionic dipole $p_{\rm ion}$ along $\mathbf q$, with $\mathbf q$ along the $x$ axis, and a point polarizability $\alpha_p$. If $p$ is the amplitude of the total dipole, the field at a site due to all the others is $L(q)\,p$, with

$$
L(q)=\sum_{\mathbf R\neq0}\frac{3X^2-R^2}{R^5}\cos(qX).
$$

The behaviour at small $q$ comes from distant sites. In the difference

$$
L(0)-L(q)=\sum_{\mathbf R\ne0}\frac{3X^2-R^2}{R^5}\,[1-\cos(qX)]
$$

the terms at $R\ll1/q$ are of order $q^2/R$, so replacing the sum by an integral changes the result at order $q^2$. In polar coordinates, with $\int_0^\infty dR\,[1-\cos(kR)]/R^2=\pi|k|/2$,

$$
L(0)-L(q)\simeq\frac{\pi q}{2A}\int_0^{2\pi}d\theta\,(3\cos^2\theta-1)|\cos\theta|
=\frac{\pi q}{2A}\left(3\cdot\frac83-4\right)=\frac{2\pi q}{A}.
$$

The total dipole obeys $p=p_{\rm ion}+\alpha_pL(q)p$. With $L_0=L(0)$ and $\gamma=1/(1-\alpha_pL_0)$,

$$
p=\frac{p_{\rm ion}}{1-\alpha_pL_0+2\pi\alpha_pq/A}
=\frac{\gamma\,p_{\rm ion}}{1+2\pi(\gamma\alpha_p/A)\,q}.
$$

This is the macroscopic form again. The local field multiplies both the charge and the polarizability by $\gamma$, and these enlarged values are the Born charge and the $\alpha$ of the sheet. The solution requires $\alpha_pL_0<1$, since at $\alpha_pL_0=1$ a uniform polarization would sustain itself without any ionic dipole. This condition is necessary but not sufficient for a stable lattice, because other patterns of dipoles must not sustain themselves either. In the square lattice, rows of dipoles that point along the row, with opposite directions in neighbouring rows, have the larger lattice sum $5.099/a^3$ and set the stricter condition $\alpha_p<0.196\,a^3$. The value used below satisfies both.

For the square lattice, symmetry reduces $L_0$ to half the sum of $1/R^3$, which is $4.517/a^3$. With $\alpha_p=0.15\,a^3$ one finds $\gamma=3.101$ and $r=2\pi\times0.15\times3.101\,a=2.923\,a$. At $qa=0.1$ the macroscopic form gives $p/p_{\rm ion}=3.101/1.2923=2.400$. Direct summation of $L(q)$, with a Gaussian factor that damps the far terms, gives $2.407$. The difference is $0.3\%$ of the macroscopic value, below $(qa)^2=1\%$, as is reasonable for an expansion that drops terms of order $q^2$.

The function $C_Z(q)$ still contains the phonon frequency, and the field that acts on the electron also acts on the ions. Take two atoms per cell with Born charges $+Z$ and $-Z$, joined by short-range forces with constant $K$. The Born charge also gives the force per unit macroscopic field, since both quantities are the same mixed second derivative of the energy. Along $\mathbf q$ the equations of motion are

$$
M_1\ddot u_1=-K(u_1-u_2)+ZE,\qquad M_2\ddot u_2=K(u_1-u_2)-ZE .
$$

Dividing each by its mass and subtracting gives, for $w=u_1-u_2$ and $1/\mu=1/M_1+1/M_2$,

$$
\mu\ddot w=-\mu\omega_{\rm TO}^2w+ZE,\qquad \omega_{\rm TO}^2=K/\mu .
$$

The transverse (TO) mode has no macroscopic field and keeps the frequency $\omega_{\rm TO}$. For the longitudinal mode $P=Zw/A$, and the potential found above gives

$$
E=-iq\phi=(-iq)\,\frac{-2\pi iP}{1+rq}=-\frac{2\pi qP}{1+rq}.
$$

The field opposes the displacement and stiffens the mode:

$$
\omega_{\rm LO}^2=\omega_{\rm TO}^2+\frac{Sq}{1+rq},\qquad S=\frac{2\pi Z^2}{A\mu}.
$$

The two frequencies meet at $q=0$, and the LO branch leaves that point with a finite slope. The polarization vectors of relative motion have $\eta_1=\sqrt{\mu/M_1}$ and $\eta_2=-\sqrt{\mu/M_2}$, whose squares add to one, so that

$$
\sum_a\frac{Z_a\eta_a}{\sqrt{M_a}}=Z\sqrt\mu\left(\frac1{M_1}+\frac1{M_2}\right)=\frac{Z}{\sqrt\mu}.
$$

The vertex of the two-atom sheet is therefore

$$
|g(q)|=\frac{g_0}{1+rq}\sqrt{\frac{\omega_{\rm TO}}{\omega_{\rm LO}(q)}},\qquad
g_0=\frac{2\pi Z}{A}\frac{1}{\sqrt{2\mu\omega_{\rm TO}}} .
$$

Treating $C_Z$ as the constant $g_0$ neglects the square root, which is a small correction when $S/r\ll\omega_{\rm TO}^2$.

## Finite thickness, the bulk limit and a worked example

The first half treated a sheet of zero thickness with cell area $A$, lattice polarization $\mathbf P$ per unit area and bound charge $\sigma=-i\mathbf q\cdot\mathbf P$. Its potential is $\phi=(2\pi\sigma/q)F$, where $2\pi\sigma/q$ is the unscreened value and $F=1/(1+rq)$, with $r=2\pi\alpha$ and $\alpha$ the electronic polarizability per area. For two atoms with Born charges $\pm Z$ and reduced mass $\mu$,

$$
|g|=g_0F\sqrt{\frac{\omega_{\rm TO}}{\omega_{\rm LO}}},\quad
g_0=\frac{2\pi Z}{A\sqrt{2\mu\omega_{\rm TO}}},\quad
\omega_{\rm LO}^2=\omega_{\rm TO}^2+SqF,\quad S=\frac{2\pi Z^2}{A\mu}.
$$

A real monolayer has a thickness, and its electrons and ions are spread over it. A simple model is a slab occupying $|z|<t/2$, with electronic dielectric constant $\varepsilon_\parallel$ in the plane and $\varepsilon_\perp$ along $z$. The lattice polarization and the density of the electron that is scattered are both taken as uniform across the slab. The electron and the ions then respond to the potential averaged over the thickness, and the relations above hold with $F$ redefined as that average divided by $2\pi\sigma/q$.

Inside the slab the charge density is $\sigma/t$, and Poisson's equation reads

$$
\varepsilon_\parallel q^2\phi-\varepsilon_\perp\phi''=\frac{4\pi\sigma}{t}.
$$

The solution even in $z$ is

$$
\phi(z)=\phi_p+B\cosh(\kappa z),\qquad
\phi_p=\frac{4\pi\sigma}{\varepsilon_\parallel q^2t},\qquad
\kappa=q\sqrt{\varepsilon_\parallel/\varepsilon_\perp}.
$$

Outside, the potential decays as $e^{-q(|z|-t/2)}$. The potential and $\varepsilon_\perp\phi'$ are continuous at the face. With $y=\kappa t/2$ this requires

$$
\varepsilon_\perp\kappa B\sinh y=-q\left(\phi_p+B\cosh y\right).
$$

Since $\varepsilon_\perp\kappa/q=\sqrt{\varepsilon_\parallel\varepsilon_\perp}\equiv s$, it follows that

$$
B=-\frac{\phi_p}{\cosh y+s\sinh y}.
$$

The average of $\cosh(\kappa z)$ over the slab is $\sinh y/y$. The averaged potential is thus

$$
\bar\phi=\phi_p\left[1-\frac{\tanh y}{y\,(1+s\tanh y)}\right].
$$

Now define $X=\varepsilon_\parallel qt/2$. Then $sy=X$, and dividing the numerator and denominator of the fraction by $\tanh y$ turns it into $1/(X+y\coth y)$. Also $\phi_p=(2\pi\sigma/q)/X$. The factor for the slab is therefore

$$
F=\frac1X\left[1-\frac{1}{X+c_y}\right],\qquad c_y=y\coth y .
$$

This expression is close to the simple form with the effective length

$$
r_{\rm eff}=\frac{\varepsilon_\parallel t}{2},\qquad r_{\rm eff}q=X .
$$

To see how close, write $1/(1+X)=[1-1/(1+X)]/X$ and subtract:

$$
F-\frac1{1+X}=\frac1X\left[\frac1{1+X}-\frac1{X+c_y}\right]=\frac{c_y-1}{X(1+X)(X+c_y)} .
$$

The excess of $F$ relative to $1/(1+X)$ is

$$
\delta=\frac{c_y-1}{X(X+c_y)} .
$$

Both signs needed for a bound follow from power series. In $y\cosh y-\sinh y$ the coefficient of $y^{2n+1}$ is $1/(2n)!-1/(2n+1)!\ge0$, so $c_y\ge1$ and $\delta$ is not negative. In $(1+y^2/3)\sinh y-y\cosh y$ the coefficient of $y^{2n+1}$ is

$$
\frac{1}{(2n+1)!}\left[1+\frac{2n(2n+1)}{3}-(2n+1)\right]=\frac{2n(2n-2)}{3\,(2n+1)!}\ge0 ,
$$

so $c_y-1\le y^2/3$. The denominator of $\delta$ exceeds $X^2=s^2y^2$, and hence

$$
0\le\delta<\frac{1}{3\varepsilon_\parallel\varepsilon_\perp}.
$$

Within the slab model, the form $1/(1+r_{\rm eff}q)$ holds to this relative accuracy at every $q$. The model itself is a long-wavelength description, so the bound says nothing about wavelengths comparable with the unit cell.

The limits explain why the interpolation works. At $q=0$ both expressions equal one. At large $X$ both approach $1/X$. At small $q$, $\delta\simeq y^2/(3X)=X/(3s^2)$, and

$$
F\simeq1-\frac t2\left(\varepsilon_\parallel-\frac{1}{3\varepsilon_\perp}\right)q .
$$

A thin sheet with the polarizability of the slab, $\alpha=(\varepsilon_\parallel-1)t/4\pi$, would have the length $r=(\varepsilon_\parallel-1)t/2$. The slope of the slab is larger by $(t/2)[1-1/(3\varepsilon_\perp)]$ because its charge is spread along $z$ and because the slab also polarizes along $z$; both lower the average potential. When $t\to0$ at fixed $(\varepsilon_\parallel-1)t$, this difference vanishes and the thin-sheet result returns. The thickness of a single atomic layer has no unique definition. What the response of the layer fixes is $(\varepsilon_\parallel-1)t$ and $(1-1/\varepsilon_\perp)t$, so $r_{\rm eff}=r+t/2$ still depends on the choice of $t$, weakly when $\varepsilon_\parallel\gg1$. For the example below, changing $t$ from $4.5$ to $8$ Å at fixed polarizabilities moves $r_{\rm eff}$ from $29.75$ to $31.5$ Å.

The logarithm of the vertex collects both sources of decrease. From $\ln|g/g_0|=\ln F-\tfrac14\ln(\omega_{\rm LO}^2/\omega_{\rm TO}^2)$,

$$
\ln\frac{|g|}{g_0}=-\left[\frac t2\left(\varepsilon_\parallel-\frac1{3\varepsilon_\perp}\right)+\frac{S}{4\omega_{\rm TO}^2}\right]q+O(q^2).
$$

A length fitted to computed values of $|g|$ with constant $C_Z$ therefore contains a contribution from the phonon frequency as well as the dielectric one.

The comparison with the bulk is direct. Let the same material fill all space, with cell volume $At$ and the same short-range forces. For an in-plane wave the charge density is again $\sigma/t$, nothing depends on $z$, and Poisson's equation gives the potential $4\pi\sigma/(\varepsilon_\parallel q^2t)$. This is $\phi_p$, the first term of the slab solution. The bulk factor is therefore $F_{\rm 3D}=1/X=1/(r_{\rm eff}q)$, and

$$
|g_{\rm 3D}|=\frac{g_0}{r_{\rm eff}q}\sqrt{\frac{\omega_{\rm TO}}{\omega_{\rm LO,3D}}},\qquad
\omega_{\rm LO,3D}^2=\omega_{\rm TO}^2+\frac{S}{r_{\rm eff}} .
$$

Substituting for $g_0$ and $r_{\rm eff}$ gives the usual prefactor $4\pi Z/(At\,\varepsilon_\parallel q\sqrt{2\mu\omega_{\rm LO,3D}})$. Apart from the small excess $\delta$ and the difference in phonon frequency, the monolayer vertex thus follows from the bulk one by replacing $r_{\rm eff}q$ with $1+r_{\rm eff}q$. For $r_{\rm eff}q\gg1$ the electronic polarization of the slab controls the potential, and the monolayer behaves like the bulk. For $r_{\rm eff}q\ll1$ the potential reaches a distance $1/q$ into the vacuum, far beyond the slab, and the screening by the slab becomes negligible. The crossover lies at $q=1/r_{\rm eff}$, a wavevector smaller than $1/t$ by the factor $2/\varepsilon_\parallel$.

A stack of separated sheets shows how the divergence builds up. Let thin sheets of length $r$ stand at spacing $c$ and oscillate in phase with equal amplitude. Each sheet feels the charges of all the others, reduced by $e^{-qc|i-j|}$. If $f_i$ is the potential of sheet $i$ divided by $2\pi\sigma/q$, then

$$
f_i=\sum_j e^{-qc|i-j|}\left(1-rqf_j\right).
$$

In an infinite stack all $f_i$ are equal to one value $f$, and the geometric series gives

$$
C=\sum_{n=-\infty}^{\infty}e^{-qc|n|}=1+\frac{2e^{-qc}}{1-e^{-qc}}=\coth\frac{qc}2,\qquad
f=\frac{C}{1+rqC}.
$$

For $qc\gg1$, $C\to1$ and the isolated sheet is recovered. For $qc\ll1$, $C\to2/(qc)$ and

$$
f\to\frac{2}{qc}\,\frac{1}{1+2r/c}.
$$

This is the bulk $1/q$ law. Its denominator, $1+2r/c=1+4\pi\alpha/c$, is the in-plane dielectric constant of the stack. In a stack of $N_s$ sheets, by contrast, every exponential tends to one as $q\to0$ and the screening term vanishes, so $f_i\to N_s$, which is finite. The divergence needs an infinite number of layers before the limit $q\to0$ is taken.

This has a practical consequence for density functional perturbation theory. A calculation that repeats the monolayer periodically along $z$ describes the infinite stack. A larger spacing moves the false divergence to smaller $q$ but does not remove it. Truncating the Coulomb interaction along $z$, so that the images do not act on one another, does remove it.

For a numerical example, take round model parameters: $A=10$ Å$^2$, $Z=2$, masses of 50 and 100 atomic mass units, $\hbar\omega_{\rm TO}=0.050$ eV, $t=5$ Å, $\varepsilon_\parallel=12$ and $\varepsilon_\perp=6$. The effective length is $r_{\rm eff}=12\times5/2=30$ Å, and the crossover lies at $1/r_{\rm eff}=0.033$ Å$^{-1}$. The initial slope of $F$ corresponds to $2.5\,(12-1/18)=29.86$ Å, while the thin-sheet length would be $11\times5/2=27.5$ Å.

The reduced mass is 33.33 atomic mass units, and the zero-point length $\ell=1/\sqrt{2\mu\omega_{\rm TO}}$ is $0.03541$ Å. The limiting vertex is

$$
g_0=\frac{2\pi Z\ell}{A}=\frac{2\pi\times2\times0.03541}{10}\ \text{Å}^{-1}\times(1\ \text{hartree}\times1\ \text{bohr})=0.641\ \text{eV},
$$

or $0.0235$ hartree. The product of units in brackets is $e^2/4\pi\varepsilon_0$. The definitions of $S$, $g_0$ and $\ell$ combine to give

$$
\frac{S}{\omega_{\rm TO}^2}=\frac{2Z\ell g_0}{\omega_{\rm TO}}=\frac{2\times2\times0.03541\times0.6408}{0.050}\ \text{Å}=1.815\ \text{Å}.
$$

A quarter of this, $0.45$ Å, adds to $29.86$ Å, so the initial decrease of $\ln|g|$ is governed by a length of $30.3$ Å. The frequency correction is small here. The LO energy rises with $q$ towards the bulk value $0.050\sqrt{1+1.815/30}=0.0515$ eV.

At $q=0.01$ Å$^{-1}$, $r_{\rm eff}q=0.3$ and the simple factor is $1/1.3=0.769$; the slab formula gives $0.770$. The LO energy is $0.050\sqrt{1+1.815\times0.01\times0.770}=0.05035$ eV, and the vertex is $0.6408\times0.770\times\sqrt{0.050/0.05035}=0.492$ eV. The same steps give the other rows, with $F$ from the slab formula and the vertices in eV.

| $q$ (Å$^{-1}$) | $F$ | $\lvert g\rvert$ | $\lvert g_{\rm 3D}\rvert$ |
|---|---|---|---|
| 0.001 | 0.971 | 0.622 | 21.0 |
| 0.010 | 0.770 | 0.492 | 2.10 |
| 0.030 | 0.527 | 0.336 | 0.702 |
| 0.100 | 0.251 | 0.159 | 0.210 |
| 0.300 | 0.100 | 0.063 | 0.070 |

Between the first two rows the bulk vertex falls by a factor of ten, while that of the monolayer changes by about a fifth. In the last row the two differ by about a tenth, as the ratio $(1+r_{\rm eff}q)/(r_{\rm eff}q)=10/9$ leads one to expect. That row is at the edge of the model, since $qt=1.5$ there. Evaluating $\delta$ on a fine grid of $q$ gives a largest value of $0.38\%$, below the bound $1/(3\times12\times6)=0.46\%$.

Periodic images spoil this behaviour at small $q$. For thin sheets with $r=30$ Å at a spacing of 20 Å, the factor at $q=0.01$ Å$^{-1}$ is $\coth(0.1)/[1+0.3\coth(0.1)]=2.50$, against $0.769$ for an isolated sheet. At $q=0.001$ Å$^{-1}$ it is $25.0$ against $0.971$. At $q=0.1$ Å$^{-1}$ the two are $0.266$ and $0.250$, so the error has fallen to $6\%$ of the isolated value.
